# Truncated spherical-harmonic kernel and Gibbs overshoot of a hemisphere step

## 1. What symmetry fixes

Let an angular function be truncated by keeping its spherical harmonics with $l\le L$. This is an orthogonal projection. It commutes with rotations, because a rotation mixes only harmonics of equal $l$. Its integral kernel can therefore depend only on the angle $\gamma$ between the two directions $\mathbf n,\mathbf n'$:

$$f_L(\mathbf n)=\int K_L(x)\,f(\mathbf n')\,d\Omega',\qquad x=\mathbf n\cdot\mathbf n'=\cos\gamma .$$

The trace of a projector is the dimension of its range, here $\sum_{l=0}^{L}(2l+1)=(L+1)^2$. The trace is also $\int K_L(1)\,d\Omega=4\pi K_L(1)$. With $N=L+1$,

$$K_L(1)=\frac{N^2}{4\pi}.$$

Constants lie in the range, so $\int K_L\,d\Omega'=1$. A projector also equals its own square, so $\int K_L^2\,d\Omega'=K_L(1)$. The nonnegative function $K_L^2/K_L(1)$ thus has height $N^2/4\pi$ and total weight one, which corresponds to a solid angle $4\pi/N^2$. This suggests an angular width proportional to $1/N$, which section 3 confirms. The natural variable is $z=N\gamma$. The rest of the calculation supplies the shape and the numbers.

## 2. Closed form of the kernel

For orthonormal $Y_{lm}$ the projector is $\sum_{lm}Y_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')$, and the addition theorem gives

$$K_L(x)=\frac1{4\pi}\sum_{l=0}^{L}(2l+1)P_l(x).$$

To sum it, take the recurrence $(2l+1)xP_l(x)=(l+1)P_{l+1}(x)+lP_{l-1}(x)$, multiply by $P_l(y)$, and subtract the same equation with $x$ and $y$ exchanged:

$$(2l+1)(x-y)P_l(x)P_l(y)=A_{l+1}-A_l,$$
$$A_l=l\,[P_l(x)P_{l-1}(y)-P_{l-1}(x)P_l(y)],\qquad A_0=0.$$

The sum over $l$ telescopes to the Christoffel-Darboux formula

$$\sum_{l=0}^{L}(2l+1)P_l(x)P_l(y)=(L+1)\frac{P_{L+1}(x)P_L(y)-P_L(x)P_{L+1}(y)}{x-y}. \tag{1}$$

Since $P_l(1)=1$, setting $y=1$ yields

$$\boxed{K_L(x)=\frac{L+1}{4\pi}\,\frac{P_{L+1}(x)-P_L(x)}{x-1}} \tag{2}$$

At $x=1$ the limit is meant. With $P_l'(1)=l(l+1)/2$ the quotient tends to $(L+1)(L+2)/2-L(L+1)/2=L+1$, which reproduces $K_L(1)$. At the antipode, $P_l(-1)=(-1)^l$ gives $K_L(-1)/K_L(1)=(-1)^L/N$.

## 3. Width and near side lobes

Put $s=(1-x)/2=\sin^2(\gamma/2)$. Equation (2) becomes $K_L/K_L(1)=(P_L-P_{L+1})/(2Ns)$. The expansion about $x=1$ is

$$P_n=\sum_{k=0}^{n}\frac{(-1)^k(n+k)!}{(n-k)!\,k!^2}s^k .$$

The coefficient of $s^k$ in $P_L-P_{L+1}$ is then

$$\frac{(-1)^k(L+k)!}{k!^2(L+1-k)!}\big[(L+1-k)-(L+1+k)\big]=\frac{(-1)^{k+1}\,2k\,(L+k)!}{k!^2(L+1-k)!}.$$

Set $k=j+1$ and divide by $2Ns$. The remaining ratio $(N+j)!/[N(N-1-j)!]$ is the product of the integers from $N-j$ to $N+j$ without $N$ itself, so

$$\frac{K_L}{K_L(1)}=\sum_{j=0}^{L}\frac{(-s)^j}{j!\,(j+1)!}\prod_{i=1}^{j}(N^2-i^2). \tag{3}$$

At fixed $z$, $N^2s=z^2/4+O(N^{-2})$, and each factor $N^2-i^2$ differs from $N^2$ by a relative $i^2/N^2$. The terms are bounded by $(z/2)^{2j}/[j!(j+1)!]$, which still converges when multiplied by powers of $j$. The limit may thus be taken term by term:

$$\frac{K_L}{K_L(1)}=\frac{2J_1(z)}{z}+O(N^{-2}),\qquad z=N\gamma. \tag{4}$$

This is the amplitude pattern of a uniformly filled disc, as expected: near its peak the sphere looks flat, and the cutoff keeps all plane waves with wave number below about $N$.

The half-maximum lies at $z=2.215$, so the full width at half maximum is $4.430/N$ radians. The first zero is at $z=3.832$. Because $(J_1/z)'=-J_2/z$, the side lobes peak at zeros of $J_2$: the first at $z=5.136$ with relative height $-0.1323$, the second at $z=8.417$ with $+0.0645$. Raising $L$ moves these lobes inward, while their relative heights tend to these nonzero limits.

## 4. Lobes far from the peak

Equation (4) holds at fixed $z$. For fixed $\gamma$ away from $0$ and $\pi$, use the latitude-like angle $\delta=\pi/2-\gamma$, so that $x=\sin\delta$. Legendre's equation reads

$$\frac{d^2P_l}{d\delta^2}-\tan\delta\,\frac{dP_l}{d\delta}+l(l+1)P_l=0 .$$

Substituting $P_l=w/\sqrt{\cos\delta}$ removes the first derivative and leaves

$$w''+\Big[(l+\tfrac12)^2+\frac1{4\cos^2\delta}\Big]w=0. \tag{5}$$

The second term in the bracket is bounded away from the poles and changes $w$ by a relative $O(1/l)$. For even $l$, $w\approx P_l(0)\cos[(l+\frac12)\delta]$. For odd $l$, $w\approx P_l'(0)\sin[(l+\frac12)\delta]/(l+\frac12)$ with $P_l'(0)=lP_{l-1}(0)$. The values at zero for even $m=2k$ are $P_m(0)=(-1)^k(2k)!/(4^kk!^2)$, and Stirling's series gives

$$P_m(0)^2=\frac{2}{\pi m}\,e^{-1/(2m)+O(m^{-3})}=\frac{2}{\pi(m+\frac12)}\Big[1-\frac1{8m^2}+O(m^{-3})\Big]. \tag{6}$$

Inserting $\delta=\pi/2-\gamma$, both parities combine into

$$P_l(\cos\gamma)\approx\sqrt{\frac{2}{\pi l\sin\gamma}}\cos\big[(l+\tfrac12)\gamma-\tfrac\pi4\big].$$

In $P_L-P_{L+1}$ the two cosines differ by $2\sin(N\gamma-\pi/4)\sin(\gamma/2)$. Dividing by $2N\sin^2(\gamma/2)$,

$$\frac{K_L}{K_L(1)}\approx\frac1N\sqrt{\frac{2}{\pi N\sin\gamma}}\;\frac{\sin(N\gamma-\pi/4)}{\sin(\gamma/2)} .$$

At a fixed angle the relative lobes fall as $N^{-3/2}$, but $K_L$ itself grows as $N^{1/2}$ there. On a smooth function the far kernel still acts weakly, because its oscillations cancel. For small $\gamma$ the formula becomes $2\sqrt{2/\pi}\,z^{-3/2}\sin(z-\pi/4)$, the large-$z$ form of (4), so the two regimes join.

## 5. The truncated hemisphere step

Let $f=1$ for $x>0$ and $f=0$ for $x<0$, where $x=\sin\delta$ now refers to the true latitude $\delta$. Write $f_L=\sum_{l\le L}c_lP_l(x)$ with $c_l=\frac{2l+1}{2}\int_0^1P_l\,dx$. Since $(2l+1)P_l=P_{l+1}'-P_{l-1}'$ and the contributions at $x=1$ cancel,

$$c_0=\tfrac12,\qquad c_l=\tfrac12[P_{l-1}(0)-P_{l+1}(0)]\quad(l\ge1).$$

For even $l\ge2$ both terms vanish. An even $L\ge2$ therefore gives the same truncated step as $L-1$, and from here on $L$ is odd.

Differentiate $f_L$ and collect the factors $P_m(0)$:

$$2f_L'(x)=\sum_{m=0}^{L-1}P_m(0)\,[P_{m+1}'-P_{m-1}']-P_L(0)P_{L-1}'-P_{L+1}(0)P_L',$$

with $P_{-1}'=0$. The bracket is $(2m+1)P_m(x)$, so the sum follows from (1) with upper limit $L-1$ and $y=0$. Using $P_L(0)=0$, it equals $LP_{L-1}(0)P_L(x)/x$. The recurrence at $x=0$ gives $(L+1)P_{L+1}(0)=-LP_{L-1}(0)$. Hence

$$f_L'(x)=\frac{L\,P_{L-1}(0)}2\left[\frac{P_L(x)}x+\frac{P_L'(x)}{L+1}\right]. \tag{7}$$

## 6. Height and place of the overshoot

Define $M=L+\frac32$ and now let $z=M\delta$, held fixed as $L$ grows. With $a=LP_{L-1}(0)=P_L'(0)$ and $df_L/d\delta=\cos\delta\,f_L'(x)$, equation (7) becomes

$$\frac{df_L}{d\delta}=\frac a2\left[\cot\delta\,P_L+\frac1{L+1}\frac{dP_L}{d\delta}\right].$$

Near the equator (5) gives $w=a\sin(\nu\delta)/\nu$ to the order needed, where $\nu^2=(L+\frac12)^2+\frac14$, so that $\nu=M-1+1/(8M)+O(M^{-2})$. Also $P_L=w(1+\delta^2/4+\dots)$ and $\cot\delta=(1-\delta^2/3+\dots)/\delta$. Therefore

$$\frac{df_L}{d\delta}=\frac{a^2}{2\nu\delta}\left[\Big(1-\frac{\delta^2}{12}\Big)\sin\nu\delta+\frac{\nu\delta}{L+1}\cos\nu\delta+O(M^{-3})\right].$$

Now insert

- $\nu\delta=z-\delta+\delta/(8M)+\dots$,
- $\nu/(L+1)=1-1/(2M)+\dots$,
- $\sin\nu\delta=(1-\delta^2/2)\sin z-[\delta-\delta/(8M)]\cos z+\dots$,
- $\cos\nu\delta=\cos z+\delta\sin z+\dots$

The coefficient of $\sin z$ is $1-\frac{\delta^2}{12}-\frac{\delta^2}2+\delta^2=1+\frac5{12}\delta^2$. In the coefficient of $\cos z$ the terms $\mp\delta$ cancel, which is the reason for choosing $M$, and $\frac{\delta}{8M}-\frac{\delta}{2M}=-\frac{3\delta}{8M}$ remains.

For the prefactor, (6) with $m=L-1$ gives

$$\frac{a^2}{2\nu}=\frac1\pi\,\frac{L^2}{L^2-\frac14}\Big(1-\frac1{8M^2}\Big)\Big(1-\frac1{8M^2}\Big)+\dots=\frac1\pi+O(M^{-3}),$$

where one bracket comes from (6), the other from $\nu$, and together they cancel the $1/(4M^2)$ of the fraction. Dividing by $M$ to change from $\delta$ to $z$,

$$\frac{df_L}{dz}=\frac1\pi\left\{\frac{\sin z}z+\frac1{M^2}\Big[\frac5{12}z\sin z-\frac38\cos z\Big]\right\}+O(M^{-3}). \tag{8}$$

The leading profile is $f_L=\frac12+\mathrm{Si}(z)/\pi$, with $\mathrm{Si}(z)=\int_0^z\sin t\,dt/t$. Its first maximum is at $z=\pi$. Writing $z=\pi+\epsilon$ in (8) gives $-\epsilon/\pi+3/(8M^2)=0$, so $\epsilon=3\pi/(8M^2)$. This shift changes the height only at order $\epsilon^2/2\pi^2$. Integrating (8) from $0$, where $f_L=\frac12$, to $\pi$ uses $\int_0^\pi z\sin z\,dz=\pi$ and $\int_0^\pi\cos z\,dz=0$. Thus

$$\boxed{f_{\max}=\frac12+\frac{\mathrm{Si}(\pi)}\pi+\frac5{12M^2}+O(M^{-3}),\quad \delta_{\max}=\frac\pi M\Big[1+\frac3{8M^2}+O(M^{-3})\Big]}$$

The limit is $1.08949$: the edge overshoot tends to 8.95 percent of the jump, while its distance from the edge shrinks as $1/M$. Since $f_L-\frac12$ is odd in $x$, an equal undershoot lies south of the equator. At $L=161$ the computed corrections multiplied by $M^2$ are $0.4167$ and $0.3751$, against $5/12$ and $3/8$.

## 7. The pole is a separate case

At $x=1$ the coefficients telescope:

$$f_L(1)=1-\tfrac12[P_L(0)+P_{L+1}(0)].$$

For odd $L$ the error is $-P_{L+1}(0)/2$, of magnitude close to $[2\pi(L+1)]^{-1/2}$ by (6). It is positive when $(L+1)/2$ is odd and negative when it is even. Every point of the step edge is at the same angle $\pi/2$ from the pole, so the kernel is cut at one common phase all around the edge.

This error vanishes as $L\to\infty$, but slowly. Among odd $L$ from 3 to 61, the pole exceeds the edge maximum for $L=5,9,13,17$. The largest value on the sphere is then not the Gibbs maximum. For $L=13$ and a unit step the pole has $1.105$ and the edge $1.092$.

## 8. Overshoot and negative lobes

If a kernel $Q$ is nonnegative and integrates to one, then $\int Qf\,d\Omega'$ is an average of zeros and ones and stays between 0 and 1. Overshoot therefore requires negative lobes. A nonnegative choice is

$$Q=K_\ell^2/K_\ell(1),$$

of degree $2\ell$. Its integral is one because a projector equals its own square: $\int K_\ell^2\,d\Omega'=K_\ell(1)$. The price is a peak broader than that of $K_{2\ell}$, the projector kernel of the same degree (though narrower than that of $K_\ell$), and a smoothed function that is no longer the least-squares approximation.

## 9. Worked example

An electron on a sphere of radius $R=5$ Å feels a potential of 1 eV in the northern hemisphere and zero in the southern. The potential is truncated at $L=15$, so $N=16$ and $M=16.5$. In atomic units the kinetic energy of a state with $l=15$ is $15\cdot16/(2R^2)$, which is 36.6 eV. This sets the energy scale of the angular resolution.

**Kernel.** The peak per unit area is $16^2/(4\pi\cdot5^2)=0.815$ Å$^{-2}$. Equation (4) predicts an arc width of $5\times4.430/16=1.384$ Å; the computed width is 1.387 Å, larger by 0.15 percent. The first two side lobes have relative heights $-0.134$ and $+0.067$, about 1 and 4 percent larger in magnitude than their limits. The antipodal value is $-1/16$ of the peak.

**Edge.** The correction is $5/(12\times16.5^2)=0.00153$, so the predicted maximum is $1.08949+0.00153=1.09102$ eV. The computed one is 1.09104 eV. It lies 0.953 Å from the equator, against a leading estimate $\pi\times5/16.5=0.952$ Å. For this $L$ it is also the highest potential found on the sphere, and the lowest is $-0.091$ eV.

**Pole.** Here $(L+1)/2=8$ is even, so the potential falls short: 0.902 eV instead of 1 eV. This deficit of 0.098 eV exceeds the edge overshoot of 0.091 eV. The estimate $1/\sqrt{2\pi\cdot16}$ gives 0.100 eV.

**Nonnegative kernel.** With $\ell=7$, hence degree 14, the potential runs from 0.037 to 0.963 eV without overshoot. The peak width rises to 2.03 Å, which is 47 percent more than that of $K_{15}$.

## 10. Notes for implementation

Equation (2) loses accuracy near $x=1$. If the Legendre values carry an absolute rounding error $\varepsilon$, the relative error of the quotient is of order $\varepsilon/[N(1-x)]\approx2N\varepsilon/(N\gamma)^2$. For $N\gamma<1$ the series (3) is the better choice: successive terms shrink by at least a factor of 8, so there is no serious cancellation. At large $N\gamma$ its alternating terms do cancel, and (2) should be used.

Ripples in a plotted potential need not mean wrong matrix elements. The product of two wave functions with $l\le7$ contains harmonics only up to degree 14, and these are orthogonal to every discarded component of the potential. Within that basis, truncating the potential at $L=15$ changes no matrix element. For the step the degree-16 coefficient vanishes (section 5), so the same holds up to $l\le8$. The truncation matters when the potential is used point by point, or in a basis reaching $l\ge9$, where only elements with $l+l'\ge17$ can change. The full set of values is in the numerical output below.

## Computed results

```
sphere radius R = 5.0 angstrom
step height V0 = 1.0 eV
highest degree L = 15
kinetic energy at cutoff = 36.576 eV
kernel peak per area = 0.8149 angstrom^-2
Bessel half-maximum z = 2.21509 (dimensionless)
Bessel full width in z = 4.43018 (dimensionless)
Bessel first zero z = 3.83171 (dimensionless)
Bessel side lobe 1: z = 5.13562, relative height = -0.13228
Bessel side lobe 2: z = 8.41724, relative height = 0.06448
kernel full width at half maximum, L=15 = 0.27730 rad
same width as arc = 1.3865 angstrom
Bessel estimate of arc width = 1.3844 angstrom
first kernel zero, arc from centre = 1.1974 angstrom
side lobe 1, L=15: arc = 1.6065 angstrom, relative height = -0.13400
side lobe 2, L=15: arc = 2.6330 angstrom, relative height = 0.06677
relative kernel at antipode = -0.06250
limiting edge maximum of unit step = 1.089490
limiting overshoot = 8.9490 percent of jump
edge maximum, L=15 = 1.091038 eV
edge maximum from corrected formula = 1.091020 eV
edge overshoot, L=15 = 0.091038 eV
edge maximum, arc from equator = 0.9533 angstrom
leading estimate pi R/(L+3/2) = 0.9520 angstrom
highest potential on sphere, L=15 = 1.091038 eV
lowest potential on sphere, L=15 = -0.091038 eV
potential at north pole, L=15 = 0.901810 eV
potential at north pole, L=13 = 1.104736 eV
edge maximum, L=13 = 1.091501 eV
odd L from 3 to 61 with pole above edge maximum: [5, 9, 13, 17]
edge maximum of unit step, L=161 = 1.089506
height correction times M^2, L=161 = 0.41671
position correction times M^2, L=161 = 0.37505
nonnegative kernel: arc width = 2.0345 angstrom
nonnegative kernel: highest potential = 0.962616 eV
nonnegative kernel: lowest potential = 0.037384 eV
```
